\section*{Mirror selection rules for flexural phonons in flat and buckled honeycomb crystals, part 1}

(Sections cited here and not found follow in the second part.)

\section{The mirror and the phonons}

\noindent Q: I measure suspended graphene and I am told that its flexural phonons scatter weakly because of symmetry. Which symmetry, and what must be true of my sample for it to apply?

\noindent A: The symmetry is the reflection $\sigma_h: z\to-z$. It needs every atom to sit in the plane $z=0$ at equilibrium, no substrate and no field along $z$, and a Born--Oppenheimer energy $E$ that is unchanged by rotations and reflections of the whole crystal. Then $\sigma_h$ sends each atom to itself and acts on its displacement alone, so $E(\sigma_h u)=E(u)$ with $\sigma_h(u_x,u_y,u_z)=(u_x,u_y,-u_z)$. Expand $E=\sum_n \frac{1}{n!}\Phi^{(n)}_{i_1\alpha_1\dots i_n\alpha_n}u_{i_1\alpha_1}\cdots u_{i_n\alpha_n}$, with sums over atoms $i$ and directions $\alpha$. Reversing every $u_z$ multiplies a term by $(-1)^{N_z}$, where $N_z$ counts its $z$ indices. Two equal power series have equal coefficients, so
\begin{equation}
\Phi^{(n)}=(-1)^{N_z}\,\Phi^{(n)} ,
\end{equation}
and every coefficient with odd $N_z$ is zero. For $n=2$ no force constant links $z$ to $x$ or $y$. With two atoms $\kappa=A,B$ per cell and modes $u_i=e_\kappa e^{i\mathbf q\cdot\mathbf x_i}$, the $6\times6$ dynamical matrix splits at every $\mathbf q$ into a $4\times4$ in-plane block and a $2\times2$ out-of-plane block. Each branch $\nu$ obeys $\sigma_h e_\nu=\eta_\nu e_\nu$, with $\eta=+1$ for TA, LA, TO, LO and $\eta=-1$ for ZA, ZO. Where branches of opposite parity cross, the eigenvectors can still be taken from the separate blocks.

\noindent Q: What does that do to phonon--phonon scattering?

\noindent A: Define the vertex $V(1,\dots,n)$ as the mixed $n$-th derivative of the energy per cell along $n$ unit-normalized modes whose wave vectors add to a reciprocal lattice vector $\mathbf G$. It is $\Phi^{(n)}$ contracted with the $n$ displacement fields. Invariance of $E$ allows all fields to be reflected at once, and each reflected field is $\eta$ times itself:
\begin{equation}
V(1,\dots,n)=\eta_1\eta_2\cdots\eta_n\,V(1,\dots,n).
\end{equation}
A vertex with an odd number of flexural legs equals its own negative and vanishes. Neither $n$ nor $\mathbf G$ entered, so this holds at each order and for normal and umklapp processes alike. To count, let $N_\pm$ be the number of ordered branch combinations with product $\pm1$. Then $N_++N_-=6^n$, and $N_+-N_-=\sum\eta_1\cdots\eta_n=(4-2)^n$ because the sum factorizes into one sum per leg. Subtracting, $N_-=(6^n-2^n)/2$, which is $(216-8)/2=104$ for $n=3$ and $(1296-16)/2=640$ for $n=4$. If one leg is ZA, the other two must have product $-1$, which allows $(36-4)/2=16$ pairs and forbids $20$. Thus $\mathrm{ZA}+\mathrm{ZA}\leftrightarrow\mathrm{ZA}$ and $\mathrm{ZA}+\mathrm{TA}\leftrightarrow\mathrm{LA}$ are gone, while $\mathrm{ZA}+\mathrm{ZA}\leftrightarrow\mathrm{LA}$ or TA and the four-ZA vertex remain.

\noindent Q: Can I see that in a lattice where nobody has put the zeros in by hand?

\noindent A: Take a honeycomb lattice with constant $a$, in-plane bond projection $b=a/\sqrt3$ and cell area $A_c=\sqrt3a^2/2$, with $A$ at $z=+d/2$ and $B$ at $z=-d/2$. The energy has Morse springs $\frac{k}{2\alpha^2}(e^{-\alpha\,\delta r}-1)^2$ on first ($k_1$) and second ($k_2$) neighbours, each at its rest length, and a term $\frac12k_p(|p|-3d)^2$ per atom, where $p$ is the triple product of its three bond vectors divided by $\sqrt3b^2/2$. The triple product is twice the area of the neighbour triangle times the height of the atom above it. At equilibrium that area is $\sqrt3a^2/4$, and $(\sqrt3a^2/2)/(\sqrt3a^2/6)=3$, so in general
\begin{equation}
|p|=3\times\text{height}\times\frac{\text{area}}{\text{equilibrium area}} .
\label{eq:p}
\end{equation}
The parameters are round model values, fitted to no material: $a=2.5$~\AA, $M=12$~u, $k_1=25$, $k_2=5$, $k_p=1$~eV/\AA$^2$, $\alpha=2$~\AA$^{-1}$, and $d=0$ or $0.3$~\AA. The second case has the structure of silicene, point group $D_{3d}$, where $d/a$ is roughly $0.1$.

For $d=0$ and first order in the heights $h$, Eq.~(\ref{eq:p}) gives $p=\pm(\sum_jh_j-3h_0)$, and bond lengths do not change. With $f=\sum_je^{i\mathbf q\cdot\boldsymbol\delta_j}$ over the three $A\to B$ bonds, the two values of $p$ are, up to sign, the components of $S(h_A,h_B)^T$ with $S_{AA}=S_{BB}=-3$ and $S_{AB}=S_{BA}^*=f$. The harmonic matrix is $k_pS^2$ and $S$ has eigenvalues $-3\pm|f|$, so $M\omega^2=k_p(3\mp|f|)^2$ for ZA and ZO.

The numerical check differentiates the full energy along numerically found modes and imposes no parity. At $\mathbf q_1=(0.31,0.12)$~\AA$^{-1}$ the flat lattice has its odd modes at $3.18$ and $108.81$~meV, matching this formula. It finds 104 of 216 cubic vertices zero for one normal and one umklapp triple, and 640 of 1296 quartic ones. These zeros lie below $10^{-10}$ in eV and \AA\ units and fall on the combinations with product $-1$, while all others exceed the threshold $10^{-6}$. The buckled lattice has no zeros in these three sets. For the normal triple, in eV/\AA$^3$, ZA\,TA\,TA rises from rounding noise to $0.056$, next to the allowed ZA\,ZA\,TA, which moves from $0.051$ to $0.053$, and ZA\,ZA\,ZA rises to $0.0029$. The flat four-ZA vertex is $0.50$~eV/\AA$^4$.

\section{Electrons}

\noindent Q: And the electrons? Is it true that a single flexural phonon cannot scatter them within a band?

\noindent A: It is true without spin--orbit coupling, and the statement is wider than that. Let $U$ be the reflection acting on the electron. Reflecting the atoms and the electron together changes nothing, so $UH[u]U^{-1}=H[\sigma_hu]$. At $u=0$, $U$ commutes with $H$ and with the in-plane translations, so Bloch states can be chosen with $U|n\mathbf k\rangle=\eta_n|n\mathbf k\rangle$. States built from $s,p_x,p_y$ ($\sigma$ bands) are even and those from $p_z$ ($\pi$ bands) are odd. The term linear in mode $\nu$ obeys $U\,\delta H_\nu U^{-1}=\eta_\nu\,\delta H_\nu$. Inserting $U^{-1}U$ on both sides of $\delta H_\nu$ gives
\begin{equation}
g_{mn}^\nu\equiv\langle m,\mathbf k+\mathbf q|\delta H_\nu|n,\mathbf k\rangle=\eta_m\eta_\nu\eta_n\,g_{mn}^\nu .
\end{equation}
A flexural mode therefore couples no two bands of equal parity, which covers $\pi^*\to\pi^*$, the interband $\pi\to\pi^*$, and $\sigma\to\sigma$. It does couple $\pi$ to $\sigma$, but a real transition needs a $\sigma$ state within one phonon energy, and in the model below the $\sigma$ levels at $K$ lie electronvolts from the Dirac point.

In tight binding, with hopping block $t(\boldsymbol\delta)$ along a bond from $\kappa$ to $\kappa'$ and Bloch amplitudes $c_\kappa e^{i\mathbf k\cdot\mathbf x_i}/\sqrt N$ for $N$ cells, the bond vector changes by $u_j-u_i=e^{i\mathbf q\cdot\mathbf x_i}(e_{\kappa'}e^{i\mathbf q\cdot\boldsymbol\delta}-e_\kappa)$. The phases combine as $e^{-i(\mathbf k+\mathbf q)\cdot\mathbf x_i}e^{i\mathbf q\cdot\mathbf x_i}e^{i\mathbf k\cdot\mathbf x_j}=e^{i\mathbf k\cdot\boldsymbol\delta}$, the sum over cells cancels $1/N$, and
\begin{equation}
g=\sum_{\kappa,\boldsymbol\delta}c'^{\dagger}_\kappa\big[\nabla t(\boldsymbol\delta)\cdot(e_{\kappa'}e^{i\mathbf q\cdot\boldsymbol\delta}-e_\kappa)\big]c_{\kappa'}\,e^{i\mathbf k\cdot\boldsymbol\delta}.
\end{equation}
Two models are used, with all hoppings scaling as $\exp[-\beta(r/r_0-1)]$, $\beta=3$, and $r_0$ the equilibrium distance. One has a single orbital per atom and hoppings $-t_1,-t_2$ with $t_1=3$, $t_2=0.3$~eV (the $\pi$ model). The other is a nearest-neighbour $sp^3$ Slater--Koster model with round values of typical size, $\epsilon_s=-9$, $\epsilon_p=0$, $V_{ss}=-7$, $V_{sp}=6$, $V_{pp\sigma}=5$, $V_{pp\pi}=-3$~eV. It has six even and two odd bands, so $6^2+2^2=40$ of the 64 band pairs must vanish for ZA. The check finds 40 in the flat lattice and none in the buckled one, and tests the rule pair by pair for all six modes. At its test point the largest element from $\pi^*$ to a $\sigma$ band is $0.93$~eV/\AA, and the $\pi^*$--$\pi^*$ element goes from rounding noise to $0.0049$~eV/\AA\ on buckling. One number there is a warning: the allowed TA element $\pi^*$--$\pi^*$ of the flat lattice is $0.0002$~eV/\AA, smaller than the buckled ZA element. Parity says which elements vanish and nothing about the size of the others.

\noindent Q: So what can still scatter a $\pi$ electron in my flat sample?

\noindent A: Among phonon processes, in-plane phonons can, and two routes remain for flexural ones. The first is a pair of flexural phonons, whose product is even. A frozen ZO pattern, $A$ up and $B$ down by $u$, shows it. The bond becomes $r=\sqrt{b^2+4u^2}\approx b+2u^2/b$, second-neighbour distances are unchanged, and $t_1\to t_1(1-2\beta u^2/b^2)$. The upper band of the $\pi$ model is a $u$-independent term plus $t_1|f(\mathbf k)|$, so
\begin{equation}
\frac{d^2E}{du^2}=-\frac{4\beta\,t_1|f|}{b^2}=-\frac{4\times3\times0.7192}{1.4434^2}=-4.14~\text{eV/\AA}^2 ,
\end{equation}
where $t_1|f|=0.7192$~eV is the value at the electron test point of the check. There is no linear term, and finite differences of the eigenvalues agree. This number belongs to the $\pi$ model, which has no $\sigma$ bands. In the $sp^3$ model the same curvature at the same point is about $-73$~eV/\AA$^2$, of which $-11.5$ comes from the second-order change of the hoppings and $-62$ from virtual transitions $\pi^*\to\sigma\to\pi^*$ through the allowed $\pi$--$\sigma$ element taken twice. Distant $\sigma$ levels block real one-phonon transitions but still feed the two-phonon coupling.

The second is spin--orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$. The mirror is an inversion times a rotation by $\pi$ about $z$, so on spin it acts as $e^{-i\pi s_z/2}=-is_z$, with $s_z$ the Pauli matrix, and the conserved label becomes $\mu=\eta s_z$. In $\mathbf L\cdot\mathbf S=L_zS_z+\frac12(L_+S_-+L_-S_+)$ the last terms turn $p_z$ into $p_x,p_y$ and flip the spin, which reverses both factors and keeps $\mu$. A flexural phonon must now reverse $\mu$. There are two routes, both of first order in $\lambda$ over the $\sigma$--$\pi$ separation. The initial state $\pi^*\!\uparrow$ acquires a $\sigma\!\downarrow$ part, which ZA takes to $\pi^*\!\downarrow$, and the final state $\pi^*\!\downarrow$ acquires a $\sigma\!\uparrow$ part, which ZA reaches from $\pi^*\!\uparrow$. At the test point, with $\lambda=0.005$~eV, their amplitudes are $3.1\times10^{-4}$ and $3.4\times10^{-4}$~eV/\AA\ in size and nearly cancel. The spin-conserving element stays zero and a spin-flip element appears. The check gives $3.28\times10^{-5}$ and $6.55\times10^{-5}$~eV/\AA\ for $\lambda=0.005$ and $0.01$~eV, linear in $\lambda$.

The word ``weakly'' should therefore be read as ``with these channels removed''. The symmetry does not compare the surviving channels with anything, and no linewidth or two-phonon rate is computed here.

In a flat sheet the mirror removes every phonon vertex with an odd number of flexural legs and, without spin--orbit coupling, every one-flexural-phonon coupling between electron bands of equal parity, while two-phonon and spin-flip channels survive. It remains to see how the forbidden couplings switch on when the sheet buckles, and what ZA scattering rate results.
